\section*{Crank-Nicolson in Imaginary Time: Stability and State Selection}

\section{The large-step argument}

\textbf{Q:} I find ground states by imaginary-time propagation with Crank-Nicolson. The scheme is unconditionally stable, and I don't need an accurate path, just the end point. So I take a large step, normalize after each one, and should arrive sooner. What could go wrong?

\textbf{A:} Stability says that no component grows. You need something else: that the ground-state component shrinks more slowly than every other. Let us write down what one step does.

Let $H$ be the Hermitian matrix of your discretized Hamiltonian, with $H\phi_i=E_i\phi_i$ and $E_0<E_1\le\dots\le E_{\rm top}$. Let $S$ be the reference energy that you subtract, and for now let $S<E_0$. This covers $S=0$ for a Hamiltonian whose eigenvalues are all positive. With imaginary time $s$ the equation is
\begin{equation}
\frac{d\psi}{ds}=-(H-S)\psi .
\end{equation}
Crank-Nicolson with step $\tau$ replaces $\psi$ on the right by the mean of its old and new values:
\begin{equation}
\frac{\psi_{n+1}-\psi_n}{\tau}=-(H-S)\,\frac{\psi_{n+1}+\psi_n}{2}.
\end{equation}
Multiply by $\tau$ and collect the new vector on the left:
\begin{equation}
\Bigl[1+\tfrac{\tau}{2}(H-S)\Bigr]\psi_{n+1}
=\Bigl[1-\tfrac{\tau}{2}(H-S)\Bigr]\psi_n .
\end{equation}
On $\phi_i$ the matrix $H$ is the number $E_i$, so each step multiplies that component by
\begin{equation}
r(x_i)=\frac{1-x_i/2}{1+x_i/2},\qquad x_i=\tau(E_i-S).
\label{r}
\end{equation}
All $x_i$ are positive, hence $|1-x_i/2|<1+x_i/2$ and $|r(x_i)|<1$ for every $\tau$. That is the unconditional stability you rely on.

\textbf{Q:} And every unwanted component decays. Isn't that enough?

\textbf{A:} The wanted one decays too, and normalization removes any common factor. If the start vector has components $c_i$, then after $n$ steps
\begin{equation}
\frac{\text{amplitude of }\phi_i}{\text{amplitude of }\phi_0}
=\frac{c_i}{c_0}\left[\frac{r(x_i)}{r(x_0)}\right]^n .
\label{ratio}
\end{equation}
This is a power method, and the largest $|r|$ wins. The exact factor $e^{-x}$ decreases with energy, so it would favour $\phi_0$. Now rewrite (\ref{r}) as
\begin{equation}
r(x)=\frac{2-(1+x/2)}{1+x/2}=-1+\frac{2}{1+x/2}.
\label{minusone}
\end{equation}
As $x$ grows from zero, $r$ falls steadily from $1$, passes zero at $x=2$ and tends to $-1$. Its magnitude therefore falls to zero and then climbs back towards one. A very high state is hardly damped; it changes sign at each step.

\section{Which state wins}

\textbf{Q:} Then which state do I get at a given step?

\textbf{A:} Because $|r|$ first falls and then rises, its maximum over the spectrum lies at one of the two ends. The contest is between $x_0$ and $x_t=\tau(E_{\rm top}-S)$. The ground state wins if $|r(x_0)|>|r(x_t)|$. Multiplying by the positive denominators turns this into $|a|>|b|$, with
\begin{align}
a&=(1-\tfrac{x_0}{2})(1+\tfrac{x_t}{2})
 =1+\tfrac{x_t-x_0}{2}-\tfrac{x_0x_t}{4},\\
b&=(1-\tfrac{x_t}{2})(1+\tfrac{x_0}{2})
 =1-\tfrac{x_t-x_0}{2}-\tfrac{x_0x_t}{4}.
\end{align}
Since $a-b=x_t-x_0$ and $a+b=2-x_0x_t/2$,
\begin{equation}
a^2-b^2=(x_t-x_0)\left(2-\frac{x_0x_t}{2}\right).
\label{squares}
\end{equation}
The first factor is positive, so the ground state wins when $x_0x_t<4$, that is, when
\begin{equation}
\tau<\tau_c=\frac{2}{\sqrt{(E_0-S)(E_{\rm top}-S)}} .
\label{tauc}
\end{equation}
For $\tau>\tau_c$ the iteration converges to the top state, provided that the start vector contains it. At $\tau=\tau_c$ the two factors are equal and opposite, and the vector ends up alternating between two mixtures.

\textbf{Q:} My start vector is smooth. Its top-state component is negligible.

\textbf{A:} It delays the failure. Take one electron in a hard-wall box of length $L=10$ bohr, in Hartree atomic units, with spacing $h=0.5$ bohr and hence 19 interior points. The three-point Laplacian gives
\begin{equation}
(H\psi)_j=\frac{2\psi_j-\psi_{j-1}-\psi_{j+1}}{2h^2},
\qquad \psi_0=\psi_{20}=0 .
\end{equation}
For $\psi_j=\sin\theta j$ the neighbours add to $2\cos\theta\,\sin\theta j$, and the walls require $\theta=k\pi/20$ with $k=1,\dots,19$. The energies are therefore $(1-\cos\theta)/h^2$. The lowest is $E_0=0.049247$ hartree ($1.340$ eV) and the highest is $E_{\rm top}=7.950753$ hartree ($216.35$ eV). With $S=0$,
\begin{equation}
\tau_c=\frac{2}{\sqrt{0.049247\times7.950753}}=3.196 .
\end{equation}
Now choose $\tau=4$. Then $x_0=0.1970$ and $x_t=31.803$, so
\begin{equation}
r(x_0)=\frac{1-0.0985}{1+0.0985}=0.8207,\qquad
r(x_t)=\frac{1-15.9015}{1+15.9015}=-0.8817 .
\end{equation}
Start from $\psi\propto x(L-x)^2$. Projection on the eigenvectors gives $|c_0/c_{\rm top}|=2.61\times10^4$. By (\ref{ratio}) the two amplitudes become equal at
\begin{equation}
n=\frac{\ln(2.6065\times10^4)}{\ln(0.88167/0.82068)}=141.8 ,
\end{equation}
and in the iteration the top state is first the larger of the two at step 142. The mean energy along the way is
\begin{center}
\begin{tabular}{rl}
step & energy (hartree)\\
0 & 0.069565\\
10 & 0.049302\\
50 & 0.050904\\
100 & 0.791190\\
150 & 7.601549\\
500 & 7.835491\\
8000 & 7.950753
\end{tabular}
\end{center}

\textbf{Q:} At step 10 I would have declared convergence. But why is the energy already $0.79$ hartree at step 100, well before the top state takes over?

\textbf{A:} Other high states take part. Equation (\ref{squares}) holds with any $x_i>x_0$ in place of $x_t$, so a state gains on the ground state whenever $x_0x_i>4$. Here that means
\begin{equation}
E_i>\frac{4}{\tau^2E_0}=\frac{4}{16\times0.049247}=5.08\ \text{hartree}.
\end{equation}
At step 100 the top amplitude is still about $(0.82068/0.88167)^{41.8}=0.05$ of the ground amplitude. Its relative weight, $0.0025$, contributes only about $0.02$ hartree. Most of the rise comes from the other high states.

They also make the last stage slow. The level just below the top, at $7.804$ hartree, has $|r|=0.87958$, so its amplitude relative to the top falls by the factor $0.87958/0.88167=0.9976$ per step. A run of moderate length thus ends in a mixture of high states, and the pure top state takes thousands of steps.

\textbf{Q:} At least the density would look absurd.

\textbf{A:} For part of the way, yes: at step 500 the vector is a mixture of high states, and its density is quite unlike that of the ground state. Once the top state is alone, however, the density in this box looks perfect. The top state has $k=19$, and
\begin{equation}
\sin\frac{19\pi j}{20}=\sin\left(\pi j-\frac{\pi j}{20}\right)
=(-1)^{j+1}\sin\frac{\pi j}{20}.
\end{equation}
It is the ground state with alternating signs. After 8000 steps the squared components of the normalized vector differ from those of the ground state by at most $5.5\times10^{-9}$. At that stage the energy and the signs between neighbouring points still reveal the failure; the density on the grid no longer does.

This perfect disguise relies on the nearest-neighbour stencil (with a five-point Laplacian truncated at the walls, the two densities differ by about one per cent of their maximum even without a potential), and it needs a constant potential. Let $U$ multiply component $j$ by $(-1)^j$, and let $T$ be the kinetic matrix. $U$ reverses the sign of the off-diagonal elements of $T$ and keeps its diagonal, $1/h^2$, so $UTU=2/h^2-T$. With a potential $V$,
\begin{equation}
U(T+V)U=\frac{2}{h^2}-(T-V).
\end{equation}
The top state of $T+V$ is thus the sign-alternating ground state of $T-V$, the upside-down potential, and its density in general differs from the one you want.

\section{Backward Euler}

\textbf{Q:} Is this the price of any implicit scheme with a large step?

\textbf{A:} No. Backward Euler uses the new vector alone on the right:
\begin{equation}
\frac{\psi_{n+1}-\psi_n}{\tau}=-(H-S)\psi_{n+1}
\quad\Rightarrow\quad
\psi_{n+1}=\bigl[1+\tau(H-S)\bigr]^{-1}\psi_n .
\end{equation}
Its factor is $b(x)=1/(1+x)$, which is positive and decreases for all $x\ge0$. With $S<E_0$ the ground state has the largest factor at every $\tau$. The slowest competitor is $\phi_1$, whose relative amplitude is multiplied per step by
\begin{equation}
\frac{b(x_1)}{b(x_0)}=\frac{1+\tau(E_0-S)}{1+\tau(E_1-S)}
\;\longrightarrow\;\frac{E_0-S}{E_1-S}\qquad(\tau\to\infty).
\end{equation}
In the box $E_1=0.195774$ hartree. The ratio is $1.1970/1.7831=0.671$ at $\tau=4$ and $20.70/79.31=0.261$ at $\tau=400$, with the limit $0.2515$. From the same start, the energy error drops below $10^{-8}$ hartree after 19 and 6 steps. Large steps help here because
\begin{equation}
\bigl[1+\tau(H-S)\bigr]^{-1}
=\frac1\tau\left[H-\left(S-\frac1\tau\right)\right]^{-1},
\end{equation}
which is inverse iteration about the energy $S-1/\tau$. As $\tau$ grows, this energy approaches $S$ from below.

The mean energy cannot rise either. Let $w_i$ be the normalized weights before a step, $\bar E=\sum_iw_iE_i$, and $g(E)=b(\tau(E-S))^2$. The new weights are proportional to $w_ig(E_i)$, so the change in mean energy is
\begin{equation}
\frac{\sum_iw_ig(E_i)(E_i-\bar E)}{\sum_iw_ig(E_i)}
=\frac{\sum_iw_i\,[g(E_i)-g(\bar E)]\,(E_i-\bar E)}{\sum_iw_ig(E_i)}\le0 .
\end{equation}
The subtracted term vanishes because $\sum_iw_i(E_i-\bar E)=0$. Each remaining term is zero or negative because $g$ decreases.

\textbf{Q:} But Crank-Nicolson is the more accurate scheme.

\textbf{A:} Where $x=\tau(E-S)$ is small, yes. At $\tau=4$ the exact ground-state factor is $0.821$; Crank-Nicolson gives $0.8207$ and backward Euler $0.8354$. For the top state the exact factor is $1.5\times10^{-14}$, while the two schemes give $-0.882$ and $0.030$. Neither is accurate there, but backward Euler errs on the harmless side.

Equation (\ref{minusone}) shows how close the schemes are. Read as a matrix identity, it says
\begin{equation}
C(\tau)=2B(\tau/2)-1,
\end{equation}
where $C$ and $B$ are the one-step matrices of Crank-Nicolson and backward Euler. The inverse in $B$ suppresses high states, and the subtracted identity puts them back with a minus sign. It also follows that, before $\psi_{n+1}$ is normalized,
\begin{equation}
\frac{\psi_{n+1}+\psi_n}{2}=\frac{C(\tau)+1}{2}\,\psi_n=B(\tau/2)\psi_n .
\end{equation}
Averaging two successive vectors thus applies one backward-Euler filter. Done once at the end, it filters once; done at every step, it is backward Euler with half the step.

\section{Choosing the step and the reference energy}

\textbf{Q:} Suppose I keep Crank-Nicolson. What is the best step?

\textbf{A:} Below $\tau_c$ the slowest competitor is $\phi_1$ or the top state, again because $|r|$ falls and then rises. By the algebra of (\ref{squares}), with $x_1$ in place of $x_0$, these two are equally damped when $x_1x_t=4$:
\begin{equation}
\tau_*=\frac{2}{\sqrt{(E_1-S)(E_{\rm top}-S)}} .
\end{equation}
For $\tau<\tau_*$ the competitor is $\phi_1$, and $x_0<x_1<2$. Writing $a_i=E_i-S$, we have
\begin{equation}
\frac{d}{d\tau}\ln r(\tau a_i)
=-\frac{a_i/2}{1-x_i/2}-\frac{a_i/2}{1+x_i/2}
=-\frac{a_i}{1-x_i^2/4}.
\end{equation}
This is more negative for $i=1$ than for $i=0$, so $r(x_1)/r(x_0)$ falls as $\tau$ grows. For $\tau_*<\tau<\tau_c$ the competitor is the top state. There $x_t>2$ and $x_0<2$, so $|r(x_t)|$ rises while $r(x_0)$ falls, and convergence worsens. The best asymptotic rate is thus reached at $\tau_*$. In the box
\begin{equation}
\tau_*=\frac{2}{\sqrt{0.195774\times7.950753}}=1.603 ,
\end{equation}
where the amplitudes of these two competitors, relative to the ground state, are multiplied by $0.789$ per step. The same energy criterion is met after 31 steps. For a finite tolerance the start vector matters too: our smooth start holds so little of the high states that a somewhat larger step, $\tau=2.2$, meets the criterion after 24 steps, while $\tau=3$ needs 91.

\textbf{Q:} Does a finer grid change this?

\textbf{A:} It makes it worse. In the box $E_0$ and $E_{\rm top}$ are $(1\mp\cos(\pi h/L))/h^2$, so their product is $\sin^2(\pi h/L)/h^4$, and for $S=0$
\begin{equation}
\tau_c=\frac{2h^2}{\sin(\pi h/L)}\approx\frac{2Lh}{\pi}\qquad(h\ll L).
\end{equation}
The best step also shrinks as $h$, since $E_{\rm top}\approx2/h^2$. For small $x$, $\ln r(x)\approx-x$, so the logarithm of the best reduction factor is about $-\tau_*(E_1-E_0)$, and the number of steps grows as $1/h$. Diagonalizing the one-step matrices gives these numbers of steps per factor of ten in relative amplitude:
\begin{center}
\begin{tabular}{cccc}
$h$ (bohr) & $\tau_c$ & $C(\tau_*)$ & $B(1000)$\\
0.500 & 3.196 & 9.70 & 1.69\\
0.250 & 1.593 & 19.51 & 1.68\\
0.125 & 0.796 & 39.07 & 1.68
\end{tabular}
\end{center}

\textbf{Q:} Could I escape by setting $S$ to the ground-state energy?

\textbf{A:} From the wrong state, yes; from slow convergence, not with $S$ exactly at $E_0$. If $S=E_0$, then $r(x_0)=1$ while every other $|r|$ is below one, so the ground state wins at any step. For large $\tau$, however, the top state shrinks per step only by the factor
\begin{equation}
|r(x_t)|=\frac{1-2/x_t}{1+2/x_t}\approx1-\frac{4}{\tau(E_{\rm top}-E_0)} .
\end{equation}
At $\tau=400$ this is $0.9987$, or about 1800 steps per factor of ten. The best step is again $\tau_*$, now with $S=E_0$; it still shrinks as $h$, so the number of steps still grows as $1/h$. Backward Euler with the same $S$ has the ratio $1/[1+\tau(E_1-E_0)]$, which tends to zero.

If $S$ lies between $E_0$ and $E_1$, then $x_0<0$ and
\begin{equation}
|r(x_0)|=\frac{1+|x_0|/2}{\bigl|1-|x_0|/2\bigr|}>1 ,
\end{equation}
while all other magnitudes stay below one. The ground state wins again, except at $|x_0|=2$, where the matrix to be inverted is singular. The scheme is then no longer stable in your original sense, since one component grows. It is the component you want, and normalization controls it. Near the singular point this growth is useful: by $C(\tau)=2B(\tau/2)-1$ the step then acts as inverse iteration about $S-2/\tau\approx E_0$. At $|x_0|=1.8$, for example, $|r(x_0)|=19$, so every other amplitude falls by at least this factor per step relative to the ground state, whatever the grid spacing. The price is that you must already know $E_0$ and $E_1$ well enough to place $S$ and $\tau$.

\textbf{Q:} So a generous overestimate of $S$ is safe?

\textbf{A:} No. Once $S$ exceeds $E_1$, several components grow, and the one with $x_i$ near $-2$ can grow fastest. Take $S=0.3$ hartree and $\tau=20$ in the box. Then $x_0=-5.02$ and $x_1=-2.0845$, which give $|r(x_0)|=2.3$ and $|r(x_1)|=48$. Crank-Nicolson converges to $E_1$. So does backward Euler, because the centre of its inverse iteration, $S-1/\tau=0.25$ hartree, is nearer to $E_1$ than to any other level. Its guarantee for every step size rested on $S<E_0$, and it extends to $S=E_0$. It does not cover the whole gap between $E_0$ and $E_1$: if $S$ lies above the midpoint, a large enough $\tau$ brings the centre $S-1/\tau$ nearer to $E_1$, and backward Euler converges to $\phi_1$.

\textbf{Q:} Then with $S$ safely below $E_0$, I should use backward Euler if I want large steps, and keep $\tau$ below $\tau_c$ if I stay with Crank-Nicolson.

\textbf{A:} Yes, but keep $S$ close to $E_0$ on the scale of $E_1-E_0$: the large-step ratio $(E_0-S)/(E_1-S)$ approaches one when $S$ lies far below. In the box at $\tau=1000$, backward Euler meets the energy criterion after 6 steps for $S=0$, 56 for $S=-1$ and 255 for $S=-5$ hartree. Both schemes solve one linear system of the same structure per step. With a direct solver, a large backward-Euler step therefore costs no more than a small one. An iterative solver may need more iterations, because the matrix becomes worse conditioned as $\tau$ grows. For Crank-Nicolson, estimate $E_{\rm top}$ before choosing $\tau$: the highest level of the grid has no bearing on the physics you want, yet together with $E_0-S$ it sets the limit.

Numbers in the example were calculated in double precision.
